# Conductivity of a grain stack: the boundary is not the whole resistance

## Problem

A polycrystalline film consists of flat-ended grains stacked along the direction of heat flow. Each grain is \(d=50\) nm long, and its interior has conductivity \(k=60\) W/mK. Each boundary between neighbouring grains has conductance \(G=500\) MW/m²K, defined by

\[
q=G\,\delta T ,
\]

where \(q\) is the heat flux and \(\delta T\) is the jump between the local temperatures on the two sides of the boundary.

(a) What is the effective conductivity of a long stack?

(b) A film of 20 such grains lies between two ideal contacts that differ by 10 K. What are the heat flux, the temperature drop inside one grain and the jump at one boundary?

Assume steady flow, no heat sources, and Fourier's law inside the grains. The value of \(k\) describes the interior alone. If 60 W/mK had been measured on the whole polycrystal, it would already contain the boundaries and would itself be the answer to (a).

## A tempting solution

Per unit area, a grain interior has resistance \(d/k=0.833\) m²K/GW and a boundary has \(1/G=2.0\) m²K/GW. The boundary resists more, so it is the bottleneck and sets the flux. There is one boundary in every length \(d\). With a temperature difference \(\Delta T\) per grain, the flux is \(q=G\,\Delta T\) and the mean gradient is \(\Delta T/d\). Hence

\[
k_{\text{eff}}=\frac{q}{\Delta T/d}=Gd=25\ \text{W/mK}.
\]

The units are right, and the result lies below 60 W/mK, as it should.

## Where it fails

The symbol \(\Delta T\) has been used for two different quantities. In \(q=G\,\Delta T\) it is the jump at the boundary. In the gradient \(\Delta T/d\) it is the drop over a whole period, grain plus boundary. The two are equal only if the grain interior has no temperature drop, which requires \(k\to\infty\). Thus \(Gd\) is a ceiling on the conductivity of this stack, approached when \(Gd\ll k\). Here \(Gd=25\) W/mK is not small compared with 60 W/mK.

## Correct solution of (a)

In steady one-dimensional flow without sources, the same flux \(q\) passes through every interior and every boundary. Fourier's law gives the drop inside a grain, and the definition of \(G\) gives the jump:

\[
\Delta T_{\text{grain}}=\frac{qd}{k},\qquad \delta T=\frac{q}{G}.
\]

Both are drops in the direction of the flux, so they add. Over one period,

\[
\Delta T=q\left(\frac dk+\frac1G\right).
\]

The effective conductivity is defined by \(q=k_{\text{eff}}\,\Delta T/d\). Therefore

\[
k_{\text{eff}}=\frac{qd}{\Delta T}=\frac{d}{d/k+1/G}=\frac{k}{1+k/(Gd)},
\]

where the last form follows on multiplying numerator and denominator by \(k/d\). With the numbers,

\[
k_{\text{eff}}=\frac{50\times10^{-9}\ \text{m}}{(0.833+2.000)\times10^{-9}\ \text{m²K/W}}=17.6\ \text{W/mK}.
\]

The tempting answer is too high by the factor \(Gd/k_{\text{eff}}=1+Gd/k=1.42\), or 42% relative to the correct value.

The length \(k/G=120\) nm is the thickness of grain material that resists as much as one boundary. For \(d\gg k/G\) the boundaries matter little and \(k_{\text{eff}}\to k\). For \(d\ll k/G\) they dominate and \(k_{\text{eff}}\to Gd\), provided that \(k\) and \(G\) keep their meaning in such short grains. The present grain lies between these limits.

To see which input matters more, write \(1/k_{\text{eff}}=1/k+1/(Gd)\) and differentiate with respect to \(k\) at fixed \(G\) and \(d\):

\[
\frac{1}{k_{\text{eff}}^2}\frac{\partial k_{\text{eff}}}{\partial k}=\frac1{k^2}
\quad\Rightarrow\quad
\frac{\partial\ln k_{\text{eff}}}{\partial\ln k}=\frac{k_{\text{eff}}}{k}=0.29 .
\]

The same step for \(G\) gives \(k_{\text{eff}}/(Gd)=1-k_{\text{eff}}/k=0.71\). A small fractional change in \(G\) therefore counts more than twice as much as the same change in \(k\).

## Correct solution of (b)

A film of \(N\) grains between ideal contacts has \(N-1\) internal boundaries, so

\[
k_{\text{film}}=\frac{Nd}{Nd/k+(N-1)/G}.
\]

For \(N=20\) this is 18.3 W/mK. It exceeds the long-stack value because one boundary is missing, and the difference vanishes as \(N\) grows. The film is 1000 nm thick, so

\[
q=\frac{18.29\ \text{W/mK}\times10\ \text{K}}{1000\times10^{-9}\ \text{m}}=183\ \text{MW/m²}.
\]

The drop inside one grain is \(qd/k=0.152\) K, and the jump at one boundary is \(q/G=0.366\) K. Twenty drops and nineteen jumps add up to the applied 10 K.

## Unequal grains and boundaries

If the lengths \(d_i\) differ but \(k\) and \(G\) do not, the interiors contribute \(\sum d_i/k\), which depends only on the total length. A heat balance for 20 grains of random length between 21 and 107 nm, with the same total, indeed gives the same 183 MW/m².

Unequal boundaries behave differently. The resistance of an interior is proportional to its length, but that of a boundary is proportional to \(1/G\), not to \(G\). Since resistances add, it is the mean of \(1/G\) that counts. If boundaries of 250 and 750 MW/m²K alternate, the mean of \(G\) is still 500, but the mean resistance is \((4.00+1.33)/2=2.67\) m²K/GW, equivalent to 375 MW/m²K. The conductivity falls to 14.3 W/mK, a change of −19% relative to the uniform stack.

## Grains that are not aligned

For square grains in aligned columns, the side boundaries carry no heat and the series result stands. In a staggered brick pattern, heat can pass sideways into the next row and avoid an end boundary.

The direction of the change can be proved. For a given total heat current, consider any source-free flux pattern \(\mathbf q\) and the quantity

\[
D[\mathbf q]=\int\frac{\mathbf q^2}{k}\,dV+\int\frac{q_n^2}{G}\,dA ,
\]

where \(q_n\) is the flux component normal to a boundary. Let \(\mathbf q=\mathbf q_0+\mathbf p\), where \(\mathbf q_0\) is the true flux and \(\mathbf p\) is source-free with no net current. The cross term is twice

\[
\int\frac{\mathbf p\cdot\mathbf q_0}{k}\,dV+\int\frac{p_nq_{0n}}{G}\,dA
=-\int\mathbf p\cdot\nabla T\,dV+\int p_n\,\delta T\,dA .
\]

Integration by parts in each grain cancels the jump terms. What remains is the applied temperature difference times the net current of \(\mathbf p\), which is zero. Hence \(D[\mathbf q]=D[\mathbf q_0]+D[\mathbf p]\ge D[\mathbf q_0]\). For the true flux, \(D\) equals the total resistance times the current squared. A straight uniform flux is an allowed pattern and gives the series resistance, so the true resistance cannot be larger.

A two-dimensional heat balance for staggered 50 nm squares, with 500 MW/m²K on all sides, gives 20.2 W/mK, which is 15% above the series value.

## Can Fourier's law be used in a 50 nm grain?

Suppose that all phonons have one mean free path \(\Lambda\), speed \(v\) and heat capacity \(C\) per volume, with \(k=Cv\Lambda/3\). Rough values for the acoustic phonons that carry heat in silicon are \(C=0.9\) MJ/m³K and \(v=1800\) m/s. Then \(\Lambda=3k/(Cv)=111\) nm, longer than the grain, so Fourier's law needs a check.

Measure temperatures from a reference. Phonons in equilibrium at \(T\) carry a one-way flux \(gT\). Half of them move forward, with mean forward velocity \(v/2\), so \(g=Cv/4=405\) MW/m²K.

Let \(Q\) be the chance that a phonon launched diffusely from one end of a grain reaches the other end. If the one-way fluxes launched at the two ends are \(J_1\) and \(J_2\), the net flux is \(q=Q(J_1-J_2)\).

At a boundary, let \(H_L\) and \(H_R\) be the fluxes arriving from left and right. A fraction \(t\) is transmitted, the rest is reflected, and both leave diffusely. The flux leaving into the left grain is \(J_L=(1-t)H_L+tH_R\), and that into the right grain is \(J_R=tH_L+(1-t)H_R\). The net flux is

\[
q=H_L-J_L=J_R-H_R=t(H_L-H_R),
\]

and so

\[
J_L-J_R=(H_L-q)-(H_R+q)=q\left(\frac1t-2\right).
\]

Adding the grain's \(J_1-J_2=q/Q\), and noting that all fluxes shift by \(g\,\Delta T\) from one period to the next, gives the period resistance

\[
\frac{\Delta T}{q}=\frac1g\left(\frac1Q+\frac1t-2\right).
\]

A simple approximation is \(1/Q\approx1+3d/(4\Lambda)\). It gives \(Q=1\) for a very short grain, and its slope is the Fourier one, since \(g\,d/k=3d/(4\Lambda)\). Inserting it yields

\[
\frac{\Delta T}{q}\approx\frac dk+\frac1g\left(\frac1t-1\right).
\]

This is the series law with \(G=gt/(1-t)\), so 500 MW/m²K corresponds to \(t=500/905=0.552\). This \(G\) refers to local temperatures in the following sense. Taking each as the average of arriving and leaving fluxes divided by \(g\), their difference is \([q/t+q(1/t-2)]/(2g)=q(1/t-1)/g\). Had \(G\) referred to the temperatures of the arriving phonons, it would be \(gt\), and 500 MW/m²K would need \(t=1.23\), which is impossible in this model.

What remains is the error in \(Q\). For \(d/\Lambda=0.45\) the simple formula gives 0.748. Following the phonons through isotropic scattering gives 0.724 from an integral equation and 0.725 from random walks. With \(Q=0.724\),

\[
k_{\text{eff}}=\frac{g\,d}{1/Q+1/t-2}\approx17.0\ \text{W/mK},
\]

about 4% below the series result. The correction is small, although \(\Lambda>d\), because the 1 in \(1/Q\), which stands for the resistance \(1/g\) of a very short grain, is already contained in the local-temperature value \(1/G=(1/t-1)/g\). With this \(G\) held fixed, only the error of the simple formula for \(Q\) remains. A local temperature taken from the phonon energy density right at the boundary would define a different \(G\), and holding that one at 500 MW/m²K would give a larger correction.

## Reading the result for a real film

The inputs are rough values in the regime of doped nanocrystalline silicon near room temperature. Real silicon has a broad spread of phonon free paths, so the 4% is an estimate within a one-path model and for one definition of the local temperature, not a bound. A spread tends to lower the result, because much of \(k\) then rests on long paths that the boundaries cut short. As a rough illustration, split the phonons into two equal groups with \(\Lambda=22\) nm and 200 nm, which carry 6 and 54 W/mK of the interior conductivity and 250 MW/m²K each of \(G\). If the groups exchange no energy, the series law applied to each gives \(4.05+10.15=14.2\) W/mK, 20% below the uniform value, and a wider spread lowers it further. Real films also have unequal boundaries and irregular grains; the examples above moved the result by −19% and +15%. A cleaner interior of 150 W/mK, roughly that of pure bulk silicon, would raise the series value for the uniform stack only to 21.4 W/mK at fixed \(G\), still below the ceiling of 25 W/mK for that stack; since the free paths are then longer still, even this value is optimistic. At 400 K, if the interior conductivity falls as \(1/T\) from its 300 K value to 45 W/mK and \(G\) stays fixed, the result is 16.1 W/mK, or 9% lower. For such a film, "about 18 W/mK from the series law, uncertain by tens of per cent and probably too high for silicon because of its long free paths" is a fairer statement than three digits. The numerical output below lists most of the values used here; the others follow from them by simple arithmetic.

## Computed results

```
grain length d = 50 nm
interior conductivity k = 60 W/mK
boundary conductance G = 500 MW/m2K
grain resistance d/k = 0.8333 m2K/GW
boundary resistance 1/G = 2.0000 m2K/GW
period resistance = 2.8333 m2K/GW
k_eff, series formula = 17.647 W/mK
k_eff, nodal heat balance = 17.647 W/mK
equivalent length k/G = 120 nm
ratio k/(G d) = 2.40
ceiling G d = 25.0 W/mK
fractional sensitivity to k = 0.294
fractional sensitivity to G = 0.706
film: grains = 20, boundaries = 19
film thickness = 1000 nm, drop = 10 K
film conductivity = 18.293 W/mK
film heat flux = 182.9 MW/m2
drop inside one grain = 0.1524 K
jump at one boundary = 0.3659 K
random grain lengths: shortest = 21.1 nm
random grain lengths: longest = 106.5 nm
film flux, random lengths = 182.9 MW/m2
uneven G: 250 and 750 MW/m2K
uneven G: series mean = 375.0 MW/m2K
uneven G: k_eff = 14.29 W/mK
uneven G: change = -19.0 %
aligned squares: k_eff = 17.647 W/mK
staggered squares: k_eff = 20.22 W/mK
staggered squares: change = +14.6 %
phonon heat capacity C = 0.9 MJ/m3K
phonon speed v = 1800 m/s
mean free path = 111.1 nm
grain length / mean free path = 0.450
one-way conductance C v/4 = 405 MW/m2K
boundary transmission t = 0.552
t if G used arriving phonons = 1.235
crossing chance Q, integral equation = 0.7243
crossing chance Q, random walks = 0.725
crossing chance Q, simple formula = 0.7477
four-grain chance, resistance law = 0.2019
four-grain chance, random walks = 0.201
ballistic estimate: k_eff = 17.01 W/mK
ballistic estimate: change = -3.6 %
reference and hot temperature = 300, 400 K
hot interior conductivity = 45.0 W/mK
hot: k_eff = 16.07 W/mK
hot: change = -8.9 %
cleaner interior conductivity = 150 W/mK
cleaner interior: k_eff = 21.43 W/mK
cleaner interior: change = +21.4 %
```
